# Löwdin Coupling for Electron Transfer and the Zero of Energy, part 1

(Sections cited here and not found follow in the second part.)

## First half: from overlapping states to a coupling

An electron is transferred between a donor and an acceptor, for instance from a metal surface to a complex in a plating bath. The state $|a\rangle$ has the electron on the donor and $|b\rangle$ has it on the acceptor. Such states, each tied to one location of the charge, are called diabatic. They are built separately, so in general they are not orthogonal.

The following conventions hold throughout. Both states are real and normalised, and they contain the same total number of electrons. Their overlap is $S=\langle a|b\rangle$, with $|S|<1$, so that they are linearly independent. One Hermitian operator $\hat H$, real in this basis, enters every matrix element:

$$H_{aa}=\langle a|\hat H|a\rangle,\qquad H_{bb}=\langle b|\hat H|b\rangle,\qquad H_{ab}=\langle a|\hat H|b\rangle=H_{ba}.$$

The nuclei are held fixed while these elements are evaluated. The matrices are

$$\mathbf H=\begin{pmatrix}H_{aa}&H_{ab}\\H_{ab}&H_{bb}\end{pmatrix},\qquad \mathbf S=\begin{pmatrix}1&S\\S&1\end{pmatrix}.$$

### (a) Can $H_{ab}$ itself be the coupling?

Find the equation for the energies in the space of the two states. Then replace $\hat H$ by $\hat H+c$, with $c$ a constant, and decide whether $H_{ab}$ can measure the strength of electron transfer.

**Solution.** Write $|\psi\rangle=C_a|a\rangle+C_b|b\rangle$. The two-state approximation requires the remainder $(\hat H-E)|\psi\rangle$ to have no component along either state. Projection on $\langle a|$ and $\langle b|$ gives

$$(H_{aa}-E)C_a+(H_{ab}-ES)C_b=0,$$
$$(H_{ab}-ES)C_a+(H_{bb}-E)C_b=0,$$

or $(\mathbf H-E\mathbf S)\mathbf C=0$. The energy appears off the diagonal as well, because the identity operator has the element $\langle a|b\rangle=S$ there.

For the shifted operator, with the states unchanged,

$$H_{aa}\to H_{aa}+c,\qquad H_{bb}\to H_{bb}+c,\qquad H_{ab}\to H_{ab}+cS.$$

In matrix form, $\mathbf H\to\mathbf H+c\mathbf S$. Since

$$(\mathbf H+c\mathbf S)-(E+c)\mathbf S=\mathbf H-E\mathbf S,$$

the same coefficients $\mathbf C$ solve the problem, and every energy rises by $c$. Energy differences and wave functions are untouched, as they must be when only the origin of the energy scale moves.

The element $H_{ab}$, however, has changed by $cS$. If $S\neq0$, the choice $c=-H_{ab}/S$ even makes it vanish. A quantity that can be given any value by relabelling the energy axis cannot be a transfer strength. The trouble comes from the overlap, so the remedy is to pass to orthonormal states.

### (b) Construct the symmetric orthonormal pair

Löwdin orthogonalisation treats the two states alike and uses the matrix $\mathbf S^{-1/2}$. Find this matrix, and verify that the resulting states are orthonormal.

**Solution.** The vectors $(1,1)/\sqrt2$ and $(1,-1)/\sqrt2$ are eigenvectors of $\mathbf S$ with eigenvalues $1+S$ and $1-S$. Both eigenvalues are positive because $|S|<1$. Define

$$\alpha=\frac1{\sqrt{1+S}},\qquad \beta=\frac1{\sqrt{1-S}}.$$

The inverse square root has the same eigenvectors, with eigenvalues $\alpha$ and $\beta$. Its spectral sum is

$$\mathbf S^{-1/2}=\frac{\alpha}{2}\begin{pmatrix}1&1\\1&1\end{pmatrix}+\frac{\beta}{2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}=\begin{pmatrix}p&q\\q&p\end{pmatrix},$$

with $p=(\alpha+\beta)/2$ and $q=(\alpha-\beta)/2$. Three combinations will be needed. In the first two, the cross terms in $\alpha\beta$ cancel or the squares subtract:

$$p^2+q^2=\frac{\alpha^2+\beta^2}{2}=\frac12\,\frac{(1-S)+(1+S)}{1-S^2}=\frac1{1-S^2},$$

$$2pq=\frac{\alpha^2-\beta^2}{2}=\frac12\,\frac{(1-S)-(1+S)}{1-S^2}=-\frac{S}{1-S^2},$$

$$p^2-q^2=(p+q)(p-q)=\alpha\beta=\frac1{\sqrt{1-S^2}}.$$

The new states are

$$|a'\rangle=p|a\rangle+q|b\rangle,\qquad |b'\rangle=q|a\rangle+p|b\rangle.$$

Their norm is

$$\langle a'|a'\rangle=p^2+q^2+2pqS=\frac{1-S^2}{1-S^2}=1,$$

and the same expression gives $\langle b'|b'\rangle=1$. Their overlap is

$$\langle a'|b'\rangle=pq+p^2S+q^2S+pq=2pq+(p^2+q^2)S=\frac{-S+S}{1-S^2}=0.$$

For small overlap $q\approx-S/2$ and $p\approx1$ to first order. Each state gives up half of the overlap by acquiring a small tail of the other state with the opposite sign. The donor state remains recognisably a donor state as long as $|S|$ is small.

### (c) Find the effective coupling

Express the Hamiltonian in the primed states. Identify the coupling and the difference between the diagonal energies.

**Solution.** The off-diagonal element is defined as the coupling $V=\langle a'|\hat H|b'\rangle$. Expanding both states,

$$V=pq\,H_{aa}+p^2H_{ab}+q^2H_{ba}+pq\,H_{bb}.$$

Since $H_{ba}=H_{ab}$, this becomes

$$V=(p^2+q^2)H_{ab}+pq\,(H_{aa}+H_{bb}).$$

Inserting $p^2+q^2=1/(1-S^2)$ and $pq=-S/[2(1-S^2)]$ gives

$$\boxed{V=\frac{H_{ab}-\tfrac12S\,(H_{aa}+H_{bb})}{1-S^2}}$$

The diagonal elements are

$$H'_{aa}=p^2H_{aa}+q^2H_{bb}+2pq\,H_{ab},$$
$$H'_{bb}=q^2H_{aa}+p^2H_{bb}+2pq\,H_{ab}.$$

In their difference the terms in $H_{ab}$ cancel:

$$\Delta'=H'_{aa}-H'_{bb}=(p^2-q^2)(H_{aa}-H_{bb})=\frac{H_{aa}-H_{bb}}{\sqrt{1-S^2}}.$$

With $\bar E=(H_{aa}+H_{bb})/2$, half their sum is

$$\bar E'=(p^2+q^2)\bar E+2pq\,H_{ab}=\frac{\bar E-SH_{ab}}{1-S^2}.$$

For orthogonal states, $S=0$, the coupling is $H_{ab}$. For small $S$ the two places where the overlap enters must be distinguished. The denominator differs from one by $S^2$ and may often be dropped. The term $S\bar E$ in the numerator is of first order in $S$. Its size depends on the energy zero, and it can exceed the coupling itself, so it has to be kept.

As $|S|\to1$ the two states become the same state up to a sign. One eigenvalue of $\mathbf S$ then tends to zero, $\mathbf S^{-1/2}$ ceases to exist, and small errors in the matrix elements are divided by a small number. The description by two separate charge locations fails there.

The sign of $V$ is a convention. Replacing $|a\rangle$ by $-|a\rangle$ reverses $S$ and $H_{ab}$ and therefore $V$, while $|V|$ stays the same.

### (d) Why does a shift of the energy zero leave $V$ unchanged?

Give the reason in matrix form, check it in the boxed formula, and say under what conditions it holds.

**Solution.** In the original basis the constant $c$ is represented by $c\mathbf S$. Orthogonalisation turns this into

$$\mathbf S^{-1/2}(\mathbf H+c\mathbf S)\mathbf S^{-1/2}=\mathbf H'+c\,\mathbf S^{-1/2}\mathbf S\,\mathbf S^{-1/2}=\mathbf H'+c\mathbf 1.$$

The unit matrix has no off-diagonal element. The constant therefore raises both diagonal energies by $c$ and cannot reach $V$. In physical terms, a constant acting on $|b'\rangle$ returns $c|b'\rangle$, which has no component along $|a'\rangle$. Acting on $|b\rangle$ it returns $c|b\rangle$, which does have a component along $|a\rangle$, of size $cS$.

The formula shows the same cancellation term by term:

$$V_c=\frac{H_{ab}+cS-\tfrac12S(H_{aa}+H_{bb}+2c)}{1-S^2}=V+\frac{cS-cS}{1-S^2}=V.$$

The average energy in the numerator thus acts as a reference from which $H_{ab}$ is measured. If the zero is placed at that average, so that $H_{aa}+H_{bb}=0$, the formula reduces to $V=H_{ab}/(1-S^2)$. In that convention, and for small $S$, the bare element is close to the coupling.

The cancellation needs all three matrix elements to refer to the same zero. If the diagonal energies are shifted by $c$ while $H_{ab}$ is left alone, the formula returns

$$V_{\rm mixed}=V-\frac{cS}{1-S^2},$$

which is wrong by an amount proportional to $c$.

The cancellation also needs $c$ to be common to both states. A constant one-electron potential $v$ adds $Nv$ to the energy of an $N$-electron state. It is a common constant if both states contain the same $N$. For a transfer from an electrode, the electrode's electrons must therefore be included in the count. Raising the donor energy alone changes the energy difference between the states and is a physical change.

### (e) What does $V$ do to the energies?

Find the separation of the two energy levels, and interpret $V$ when donor and acceptor are in resonance.

**Solution.** Put $\mathbf C=\mathbf S^{-1/2}\mathbf C'$ in $(\mathbf H-E\mathbf S)\mathbf C=0$ and multiply from the left by $\mathbf S^{-1/2}$. The result is $(\mathbf H'-E\mathbf 1)\mathbf C'=0$, so the energies are the ordinary eigenvalues of $\mathbf H'$. With diagonal elements $\bar E'\pm\Delta'/2$, the determinant condition is

$$\left(\bar E'+\tfrac12\Delta'-E\right)\left(\bar E'-\tfrac12\Delta'-E\right)-V^2=0.$$

The product is $(\bar E'-E)^2-\Delta'^2/4$, so that

$$E_\pm=\bar E'\pm\tfrac12\sqrt{\Delta'^2+4V^2},\qquad E_+-E_-=\sqrt{\Delta'^2+4V^2}.$$

These are the adiabatic energies of the two-state model. At resonance, $H_{aa}=H_{bb}$, they are separated by $2|V|$. The lower one lies $|V|$ below the common diagonal energy $\bar E'$. Far from resonance, $|\Delta'|\gg|V|$, expansion of the root gives a separation of about $|\Delta'|+2V^2/|\Delta'|$, and the coupling adds only a small correction.

The separation at resonance gives a way to find $|V|$ without constructing diabatic states: solve the complete problem and halve the splitting. This is reliable when the two lowest levels are well described by the two states. The second half uses it as an independent comparison.

### (f) Is Löwdin's choice singled out?

Other orthonormal pairs span the same plane. Show in what sense the Löwdin pair is special. Then compare it with Gram–Schmidt orthogonalisation, in which one state is kept and the other is made orthogonal to it.

**Solution.** Let the columns of $\mathbf X$ hold the coefficients of any orthonormal pair, so that $\mathbf X^{T}\mathbf S\mathbf X=\mathbf 1$. The matrix $\mathbf Q=\mathbf S^{1/2}\mathbf X$ then satisfies $\mathbf Q^T\mathbf Q=\mathbf 1$. Hence $\mathbf X=\mathbf S^{-1/2}\mathbf Q$, where $\mathbf Q$ is a rotation or a reflection.

Measure the departure from the original states by the sum $D$ of the squared norms of the two differences. All four states are normalised, and the overlaps of old with new states are the diagonal elements of $\mathbf S\mathbf X=\mathbf S^{1/2}\mathbf Q$. Therefore

$$D=4-2\,\mathrm{tr}(\mathbf S^{1/2}\mathbf Q).$$

The matrix $\mathbf S^{1/2}$ has diagonal $m$ and off-diagonal $n$, where $m\pm n=\sqrt{1\pm S}$. For a rotation by $\theta$ the two terms in $n$ cancel and the trace is $2m\cos\theta$. For the reflection with rows $(\cos\theta,\sin\theta)$ and $(\sin\theta,-\cos\theta)$, the terms in $m$ cancel and the trace is $2n\sin\theta$. Because $m+n$ and $m-n$ are both positive, $m>|n|$. The largest trace is $2m$, reached at $\theta=0$ with $\mathbf Q=\mathbf 1$. The Löwdin pair is thus the orthonormal pair nearest to the original diabatic states.

Gram–Schmidt with $|a\rangle$ kept uses the second state $(|b\rangle-S|a\rangle)/\sqrt{1-S^2}$. Its coupling is

$$V_a=\frac{H_{ab}-SH_{aa}}{\sqrt{1-S^2}}.$$

With $|b\rangle$ kept, the same steps give

$$V_b=\frac{H_{ab}-SH_{bb}}{\sqrt{1-S^2}}.$$

Under a shift the numerators change by $cS-cS=0$, so these couplings are invariant too. Invariance is a necessary property of a coupling, but it does not select one. The two Gram–Schmidt values differ by

$$V_a-V_b=-\frac{S\,(H_{aa}-H_{bb})}{\sqrt{1-S^2}},$$

so off resonance the answer depends on which state was kept. All these pairs give the same $E_\pm$, because they are related by orthogonal transformations. They divide the level separation differently between a diagonal difference and a coupling. Löwdin's division is the one that treats donor and acceptor alike and disturbs them least.

## Second half: an electron between a gold surface and a complex

The symbols carried over are the overlap $S$, the matrix elements $H_{aa}$, $H_{bb}$ and $H_{ab}$ of one Hamiltonian, and

$$V=\frac{H_{ab}-\tfrac12S(H_{aa}+H_{bb})}{1-S^2},\qquad \Delta'=\frac{H_{aa}-H_{bb}}{\sqrt{1-S^2}}.$$

The two levels are separated by $\sqrt{\Delta'^2+4V^2}$. A shift of the energy zero by $c$ adds $cS$ to $H_{ab}$ and nothing to $V$. Keeping $|a\rangle$ or $|b\rangle$ in a Gram–Schmidt construction gives the alternative couplings $V_a$ and $V_b$.

The example is a one-electron model on a line. Site $a$, at $x=0$, stands for an orbital at a gold surface. Site $b$, at $x=R$, stands for a metal complex. Each site is a potential well

$$w(x)=-2B\,\mathrm{sech}^2(\kappa x),\qquad B=\frac{\hbar^2\kappa^2}{2m_e},$$

centred on its own position. The Hamiltonian contains the kinetic energy and both wells, $w_a+w_b$. The binding energy is $B=5.0$ eV, roughly the work function of gold, and $R=0.50$ nm is a rough contact distance. These values give $\kappa=11.46\ \mathrm{nm^{-1}}$ and $\rho=\kappa R=5.728$.

### (g) Find the diabatic states and their overlap

Show that an isolated well has one bound state, at energy $-B$, and calculate $S$.

**Solution.** Let $u=\kappa x$ and measure energy in units of $B$. The Hamiltonian of one well is $h=-d^2/du^2-2\,\mathrm{sech}^2u$. Define

$$A=\frac{d}{du}+\tanh u,\qquad A^\dagger=-\frac{d}{du}+\tanh u.$$

Since $(\tanh u)'=\mathrm{sech}^2u$ and $\tanh^2u=1-\mathrm{sech}^2u$, multiplying out gives

$$A^\dagger A=-\frac{d^2}{du^2}+\tanh^2u-\mathrm{sech}^2u=h+1,$$
$$AA^\dagger=-\frac{d^2}{du^2}+\tanh^2u+\mathrm{sech}^2u=-\frac{d^2}{du^2}+1.$$

Suppose $f$ is a normalisable state with $A^\dagger Af=\varepsilon f$ and $\varepsilon\neq0$. Then $Af$ is normalisable and nonzero, because its squared norm is $\varepsilon$ times that of $f$. It also satisfies $AA^\dagger(Af)=\varepsilon Af$. But $AA^\dagger$ describes a free particle, which has no normalisable eigenstate. Hence $\varepsilon=0$ and $Af=0$, or $f'=-\tanh u\,f$, with the solution $f\propto\mathrm{sech}\,u$. The single bound state therefore has $h=-1$, an energy of $-B$. Since $\int\mathrm{sech}^2u\,du=2$, the normalised states are

$$a(x)=\sqrt{\kappa/2}\;\mathrm{sech}(\kappa x),\qquad b(x)=a(x-R).$$

The overlap is $S=\tfrac12\int du\,\mathrm{sech}\,u\,\mathrm{sech}(u-\rho)$. The addition formula for $\sinh$ gives

$$\tanh u-\tanh(u-\rho)=\frac{\sinh\rho}{\cosh u\cosh(u-\rho)}.$$

The integral of the left side is the change of $\ln[\cosh u/\cosh(u-\rho)]$ from $-\rho$ to $+\rho$, which is $2\rho$. Therefore

$$S=\frac{\rho}{\sinh\rho}=0.0373.$$

We now have a coupling $V$ that does not depend on the energy zero, and the diabatic states and overlap of the gold–complex model. It remains to calculate $V$ for this model, compare it with the full double well, and examine the effects of distance, detuning, an electric field and what the model leaves out.
